**Absorption coefficient from the extinction coefficient at 13.5 nm**

The program tests the relation α = 4πk/λ, where α is the base-e absorption coefficient for intensity, k is the extinction coefficient and λ is the vacuum wavelength. For k = 0.005 and λ = 13.5 nm it gives α = 4.654 per micrometre. The wave equation is integrated numerically through free-standing films, reflections included, and the transmittances of two thicknesses yield 4.6537 per micrometre; the program asserts agreement within 3 parts in 10,000. It also asserts that films of the predicted half-intensity and one-tenth-intensity thickness transmit those fractions to within 0.1 % of their values. For a 40 nm resist film on silicon, it asserts that the missing energy flux equals the integrated heating, and that the simple exponential law gives the absorbed fraction, about 0.170, to within 0.5 %. Further assertions cover the standing-wave ripple near the silicon (2.4 %) and the faster decay with depth at oblique incidence (4.95 per micrometre at numerical aperture 0.33). The effects of bandwidth, photon dose and rounding of k are calculated and printed, but not asserted.

## Numerical verification

```python
# Result under test: a medium of complex index N = n + i*k (time factor
# exp(-i*omega*t)) attenuates intensity as exp(-alpha*z), where
#     alpha = 4*pi*k / wavelength     (vacuum wavelength, base e).
# For k = 0.005 at 13.5 nm, alpha is about 4.65 per micrometre.
# The formula is compared with numerical solutions of the wave equation
# for films with reflecting faces. Lengths are in nm unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, quad

wavelength = 13.5
k_ext = 0.005
n_film = 0.975               # rough typical polymer resist
N_film = n_film + 1j * k_ext
N_silicon = 0.999 + 0.002j   # rough typical value
thickness = 40.0
dose_mJ_cm2 = 30.0
aperture = 0.33              # sine of the largest angle in vacuum
atoms_per_nm3 = 100.0        # rough polymer value
k0 = 2 * np.pi / wavelength

alpha = 4 * np.pi * k_ext / wavelength       # per nm
alpha_um = alpha * 1000                      # per micrometre
half_depth = np.log(2) / alpha
alpha_ten = alpha / np.log(10)


def solve_film(d, N_substrate=1.0, sine=0.0, points=2001):
    """Integrate the wave equation from the exit face back to the entrance.

    The electric field is parallel to the faces, so E and dE/dz are
    continuous. Returns depth, E, dE/dz (scaled to unit incident
    amplitude), reflectance and transmittance.
    """
    kz_vac = k0 * np.sqrt(1 - sine**2)
    kz_sub = k0 * np.sqrt(complex(N_substrate)**2 - sine**2)
    kz_squared = k0**2 * (N_film**2 - sine**2)
    sol = solve_ivp(lambda z, y: [y[1], -kz_squared * y[0]], (d, 0.0),
                    np.array([1.0, 1j * kz_sub], dtype=complex),
                    method="DOP853", t_eval=np.linspace(d, 0.0, points),
                    rtol=1e-10, atol=1e-12, max_step=1.0)
    assert sol.success
    z, E, dE = sol.t[::-1], sol.y[0][::-1], sol.y[1][::-1]
    incident = (E[0] + dE[0] / (1j * kz_vac)) / 2
    reflected = (E[0] - dE[0] / (1j * kz_vac)) / 2
    R = abs(reflected / incident)**2
    T = kz_sub.real * abs(E[-1] / incident)**2 / kz_vac
    return z, E / incident, dE / incident, R, T


# Absorption coefficient as measured: two free-standing films.
# Residual face reflections limit the agreement to a few parts in 10^4.
d_thin, d_thick = 100.0, 400.0
T_thin = solve_film(d_thin)[4]
T_thick = solve_film(d_thick)[4]
alpha_measured = np.log(T_thin / T_thick) / (d_thick - d_thin)
assert abs(alpha_measured / alpha - 1) < 3e-4

# Films of the half-intensity and one-tenth-intensity thickness.
# Reflection at the two faces allows a relative deviation below 10^-3.
T_half = solve_film(half_depth)[4]
T_tenth = solve_film(1 / alpha_ten)[4]
assert abs(T_half / 0.5 - 1) < 1e-3
assert abs(T_tenth / 0.1 - 1) < 1e-3

# Resist on silicon: missing flux against integrated heating.
z, E, dE, R_stack, T_stack = solve_film(thickness, N_silicon)
absorbed_flux = 1 - R_stack - T_stack
absorbed_heat = simpson(k0 * (N_film**2).imag * abs(E)**2, x=z)
assert abs(absorbed_flux - absorbed_heat) < 1e-6
absorbed_simple = 1 - np.exp(-alpha * thickness)
assert abs(absorbed_simple / absorbed_flux - 1) < 5e-3

# Standing wave: total field against its forward-going part.
forward = (E + dE / (1j * N_film * k0)) / 2
ripple = np.max(np.abs(abs(E / forward)**2 - 1))
r_bottom = abs((N_film - N_silicon) / (N_film + N_silicon))
assert abs(ripple - 2 * r_bottom) < 4e-4   # terms of order r^2 neglected

# Most oblique ray: attenuation per depth from two tilted films.
cos_film = np.sqrt(1 - (aperture / n_film)**2)
alpha_tilt = alpha / cos_film
T1 = solve_film(d_thin, sine=aperture)[4]
T2 = solve_film(d_thick, sine=aperture)[4]
alpha_tilt_measured = np.log(T1 / T2) / (d_thick - d_thin)
assert abs(alpha_tilt_measured / alpha_tilt - 1) < 5e-4
absorbed_tilt = 1 - np.exp(-alpha_tilt * thickness)

# Finite band: full width 2 %, assumed steep law alpha ~ wavelength^3.
half_band = 0.01
edge_change = (1 + half_band)**3 - 1
T_band = quad(lambda x: np.exp(-alpha * (1 + x)**3 * thickness),
              -half_band, half_band)[0] / (2 * half_band)
band_shift = T_band / np.exp(-alpha * thickness) - 1

# Photons absorbed per atom at the top of the film.
photon_J = const.h * const.c / (wavelength * 1e-9)
photons_nm2 = dose_mJ_cm2 * 1e-3 / 1e14 / photon_J
absorbed_nm3 = alpha * photons_nm2
per_atom = absorbed_nm3 / atoms_per_nm3

# Range of alpha when k is known only to one figure.
alpha_low = 4 * np.pi * (k_ext - 0.0005) / wavelength * 1000
alpha_high = 4 * np.pi * (k_ext + 0.0005) / wavelength * 1000

print(f"vacuum wavelength: {wavelength:.1f} nm")
print(f"extinction coefficient k: {k_ext:.3f}")
print(f"vacuum wavenumber k0: {k0:.5f} 1/nm")
print(f"alpha from formula: {alpha:.7f} 1/nm")
print(f"alpha from formula: {alpha_um:.4f} 1/um")
print(f"thin and thick test films: {d_thin:.0f}, {d_thick:.0f} nm")
print(f"their transmittances: {T_thin:.5f}, {T_thick:.5f}")
print(f"alpha from these films: {alpha_measured*1000:.4f} 1/um")
print(f"1/e intensity depth: {1/alpha:.1f} nm")
print(f"half-intensity depth: {half_depth:.1f} nm")
print(f"transmittance of film that thick: {T_half:.5f}")
print(f"one-tenth-intensity depth: {1/alpha_ten:.1f} nm")
print(f"transmittance of film that thick: {T_tenth:.5f}")
print(f"base-ten coefficient: {alpha_ten*1000:.4f} 1/um")
print(f"amplitude decay coefficient: {k0*k_ext*1000:.4f} 1/um")
wrong = 4 * np.pi * k_ext / (wavelength / n_film) * 1000
print(f"wrong value using wavelength in film: {wrong:.4f} 1/um")
print(f"alpha for k = 0.0045: {alpha_low:.2f} 1/um")
print(f"alpha for k = 0.0055: {alpha_high:.2f} 1/um")
print(f"resist n (rough): {n_film:.3f}")
print(f"silicon n, k (rough): {N_silicon.real:.3f}, {N_silicon.imag:.3f}")
print(f"resist thickness: {thickness:.0f} nm")
print(f"alpha times thickness: {alpha*thickness:.5f}")
print(f"fraction left at bottom: {1-absorbed_simple:.5f}")
print(f"absorbed fraction, exponential law: {absorbed_simple:.5f}")
print(f"absorbed fraction, full wave flux: {absorbed_flux:.5f}")
print(f"absorbed fraction, integrated heat: {absorbed_heat:.5f}")
print(f"reflectance of resist on silicon: {R_stack:.2e}")
print(f"amplitude reflection at silicon |r|: {r_bottom:.5f}")
print(f"largest standing-wave ripple: {100*ripple:.2f} %")
print(f"standing-wave period: {wavelength/(2*n_film):.2f} nm")
print(f"numerical aperture: {aperture:.2f}")
print(f"largest angle in vacuum: {np.degrees(np.arcsin(aperture)):.1f} deg")
print(f"cosine of angle in film: {cos_film:.5f}")
print(f"depth coefficient of that ray: {alpha_tilt*1000:.4f} 1/um")
print(f"same from tilted films: {alpha_tilt_measured*1000:.4f} 1/um")
print(f"absorbed fraction of that ray: {absorbed_tilt:.5f}")
print(f"half width of band: {100*half_band:.0f} %")
print(f"alpha change at long-wave band edge: {100*edge_change:.2f} %")
print(f"band change of mean transmission: {100*band_shift:.4f} %")
print(f"dose: {dose_mJ_cm2:.0f} mJ/cm2")
print(f"photon energy: {photon_J/const.e:.2f} eV")
print(f"incident photons: {photons_nm2:.2f} 1/nm2")
print(f"absorbed photons at top: {absorbed_nm3:.4f} 1/nm3")
print(f"atom density (rough): {atoms_per_nm3:.0f} 1/nm3")
print(f"absorbed photons per atom: {per_atom:.1e}")
print("all good")
```

It prints:

```
vacuum wavelength: 13.5 nm
extinction coefficient k: 0.005
vacuum wavenumber k0: 0.46542 1/nm
alpha from formula: 0.0046542 1/nm
alpha from formula: 4.6542 1/um
thin and thick test films: 100, 400 nm
their transmittances: 0.62758, 0.15536
alpha from these films: 4.6537 1/um
1/e intensity depth: 214.9 nm
half-intensity depth: 148.9 nm
transmittance of film that thick: 0.49977
one-tenth-intensity depth: 494.7 nm
transmittance of film that thick: 0.09997
base-ten coefficient: 2.0213 1/um
amplitude decay coefficient: 2.3271 1/um
wrong value using wavelength in film: 4.5379 1/um
alpha for k = 0.0045: 4.19 1/um
alpha for k = 0.0055: 5.12 1/um
resist n (rough): 0.975
silicon n, k (rough): 0.999, 0.002
resist thickness: 40 nm
alpha times thickness: 0.18617
fraction left at bottom: 0.83013
absorbed fraction, exponential law: 0.16987
absorbed fraction, full wave flux: 0.16994
absorbed fraction, integrated heat: 0.16994
reflectance of resist on silicon: 2.06e-04
amplitude reflection at silicon |r|: 0.01225
largest standing-wave ripple: 2.43 %
standing-wave period: 6.92 nm
numerical aperture: 0.33
largest angle in vacuum: 19.3 deg
cosine of angle in film: 0.94098
depth coefficient of that ray: 4.9461 1/um
same from tilted films: 4.9453 1/um
absorbed fraction of that ray: 0.17950
half width of band: 1 %
alpha change at long-wave band edge: 3.03 %
band change of mean transmission: -0.0013 %
dose: 30 mJ/cm2
photon energy: 91.84 eV
incident photons: 20.39 1/nm2
absorbed photons at top: 0.0949 1/nm3
atom density (rough): 100 1/nm3
absorbed photons per atom: 9.5e-04
all good
```
